# Kerker Mixing for Jellium: Screening, Charge and Cell-Size Independence: verification in Python

```python
"""Kerker density mixing for jellium, tested by real self-consistent cycles.

Result under test: K(G) = G^2/(G^2+q0^2), q0^2 = 4 kF/pi, inverts the
Thomas-Fermi dielectric function, leaves the input charge unchanged, and with
the Lindhard response shrinks each residual component per full step by a factor
below s/(1+s), s = q0^2/(4 kF^2), whatever the cell length.
Symbols: kF Fermi wave number, G wave number, x = G/(2 kF), f Lindhard shape
function, chi0 independent-electron response, eps dielectric function,
alpha mixing step. Internal units are atomic units.
The SCF cycle treats a potential varying along z only: motion in the plane is
integrated analytically, motion along z is diagonalized in plane waves.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad

HARTREE = physical_constants["Hartree energy in eV"][0]
BOHR = physical_constants["Bohr radius"][0] * 1e10      # angstrom
RS_ANG, HEIGHT_EV, WIDTH_ANG, TOL = 2.0, 0.01, 1.0, 1e-6

rs = RS_ANG / BOHR
n0 = 3 / (4 * np.pi * rs**3)
kF = (3 * np.pi**2 * n0) ** (1 / 3)
EF = kF**2 / 2
qTF = np.sqrt(4 * kF / np.pi)
s = qTF**2 / (4 * kF**2)


def shape(x):
    """Lindhard shape function; the point x = 1 is taken as a limit."""
    x = np.asarray(x, dtype=float)
    x = np.where(x == 1, 1 + 1e-12, x)
    return 0.5 + (1 - x**2) / (4 * x) * np.log(np.abs((1 + x) / (1 - x)))


def chi0(G):
    return -kF / np.pi**2 * shape(G / (2 * kF))


def dielectric(G, exchange=False):
    interaction = 4 * np.pi / G**2 - (np.pi / kF**2 if exchange else 0)
    return 1 - interaction * chi0(G)


def mixer(G, q0):
    """Kerker factor; q0 = 0 means plain mixing, also at G = 0."""
    return np.ones_like(G) if q0 == 0 else G**2 / (G**2 + q0**2)


class Cell:
    def __init__(self, length_ang, n_k=None):
        self.L = length_ang / BOHR
        step = 2 * np.pi / self.L
        nmax = int(5 * kF / step)
        self.orders = np.arange(-nmax, nmax + 1)
        self.N = 4 * nmax + 4
        self.z = np.arange(self.N) * self.L / self.N
        self.G = step * np.arange(self.N // 2 + 1)
        self.waves = np.exp(1j * step * np.outer(self.z, self.orders))
        self.n_k = n_k or max(2, round(160 / length_ang))
        k = (np.arange(self.n_k) + 0.5) / (2 * self.n_k) * step
        self.kinetic = 0.5 * (k[:, None] + step * self.orders) ** 2
        self.diff = np.abs(self.orders[:, None] - self.orders)

    def sheet(self, height_ev):
        """Fourier coefficients of the Gaussian sheet, average removed."""
        w = WIDTH_ANG / BOHR
        c = height_ev / HARTREE * w * np.sqrt(2 * np.pi) / self.L
        c = c * np.exp(-((self.G * w) ** 2) / 2)
        c[0] = 0
        return c

    def to_grid(self, coefficients):
        return np.fft.irfft(coefficients * self.N, self.N)

    def hartree(self, density):
        c = np.fft.rfft(density) / self.N
        c[0] = 0
        c[1:] *= 4 * np.pi / self.G[1:] ** 2
        return self.to_grid(c)

    def mix(self, residual, q0):
        return self.to_grid(np.fft.rfft(residual) / self.N * mixer(self.G, q0))

    def density_out(self, potential):
        c = np.fft.rfft(potential).real / self.N
        H = np.repeat(c[self.diff][None], self.n_k, axis=0)
        i = np.arange(len(self.orders))
        H[:, i, i] += self.kinetic
        e, vec = np.linalg.eigh(H)
        levels = np.sort(e.ravel())
        norm = np.pi * self.L * self.n_k
        # chemical potential that places exactly n0 electrons per volume
        mu = np.min((n0 * norm + np.cumsum(levels))
                    / np.arange(1, levels.size + 1))
        density = np.zeros(self.N)
        for ek, vk in zip(e, vec):
            occupied = ek < mu
            u = self.waves @ vk[:, occupied]
            density += (u.real**2 + u.imag**2) @ ((mu - ek[occupied]) / norm)
        return density


def scf(cell, alpha, q0, exchange=False, start=1.0, max_steps=3000):
    """Residual history relative to the first one, and the final input."""
    external = cell.to_grid(cell.sheet(HEIGHT_EV))
    density = np.full(cell.N, n0 * start)
    history = []
    for _ in range(max_steps + 1):
        V = external + cell.hartree(density)
        if exchange:
            V = V - (3 * density / np.pi) ** (1 / 3)
        residual = cell.density_out(V) - density
        history.append(np.linalg.norm(residual - residual.mean()))
        if history[-1] < TOL * history[0]:
            break
        density = density + alpha * cell.mix(residual, q0)
    return np.array(history) / history[0], density


def predicted_steps(cell, alpha, q0, exchange=False):
    """Step count from the Lindhard function alone."""
    G = cell.G[1:]
    r = chi0(G) * cell.sheet(HEIGHT_EV)[1:]
    first = np.linalg.norm(r)
    factor = 1 - alpha * mixer(G, q0) * dielectric(G, exchange)
    steps = 0
    while np.linalg.norm(r) >= TOL * first and steps < 100000:
        r = r * factor
        steps += 1
    return steps


# Thomas-Fermi: one full Kerker step must leave only a second-order residual
small = Cell(10)


def thomas_fermi_remainder(height_ev):
    external = small.to_grid(small.sheet(height_ev))

    def residual(density):
        V = external + small.hartree(density)
        r = (2 * (EF - V)) ** 1.5 / (3 * np.pi**2) - density
        return r - r.mean()
    uniform = np.full(small.N, n0)
    before = residual(uniform)
    after = residual(uniform + small.mix(before, qTF))
    return np.linalg.norm(after) / np.linalg.norm(before)


tf_full, tf_half = thomas_fermi_remainder(0.1), thomas_fermi_remainder(0.05)
assert tf_full < 0.02
assert abs(tf_full / tf_half - 2) < 0.1

# Real-space kernel: screened Coulomb form, unit integral, transform 1 - K
kernel_charge = quad(lambda r: qTF**2 * r * np.exp(-qTF * r), 0, np.inf)[0]
assert abs(kernel_charge - 1) < 1e-8
for G in (0.3, 1.1):
    transform = quad(lambda r: qTF**2 * np.exp(-qTF * r) * np.sin(G * r) / G,
                     0, 60 / qTF, limit=400)[0]
    assert abs(transform - (1 - mixer(np.array([G]), qTF)[0])) < 1e-7

# Lindhard function against the response of diagonalized electrons
fine = Cell(20, n_k=40)
deviations = []
for m in range(1, 9):
    Vq = 1e-5
    potential = 2 * Vq * np.cos(fine.G[m] * fine.z)
    response = np.fft.rfft(fine.density_out(potential)).real[m] / fine.N / Vq
    deviations.append(abs(response / chi0(fine.G[m]) - 1))
assert max(deviations) < 5e-3

# Series and reflection property of f, then the bound for many densities
n = np.arange(1, 400)
assert abs(1 - shape(0.6) - np.sum(0.6 ** (2 * n) / (4 * n**2 - 1))) < 1e-12
assert abs(shape(1.7) - np.sum(1.7 ** (-2.0 * n) / (4 * n**2 - 1))) < 1e-12
x = np.linspace(0.005, 6, 24001)
inner = x <= 1
assert np.all(1 - shape(x[inner]) <= x[inner] ** 2 / 2 + 1e-10)
for test_rs in (0.5, 1, 2, 4, 8):
    k = (9 * np.pi / 4) ** (1 / 3) / test_rs
    G = 2 * k * x
    eps = 1 + 4 * np.pi / G**2 * k / np.pi**2 * shape(x)
    loss = 1 - mixer(G, np.sqrt(4 * k / np.pi)) * eps
    t = 1 / (np.pi * k)
    assert loss.min() > -1e-9 and loss.max() < t / (1 + t)
    assert loss[inner].max() <= t / (2 * (1 + t)) + 1e-9
lam = mixer(2 * kF * x, qTF) * dielectric(2 * kF * x)
lam_x = mixer(2 * kF * x, qTF) * dielectric(2 * kF * x, True)
worst = np.argmin(lam)
bound = s / (1 + s)
max_steps_bound = int(np.ceil(np.log(1 / TOL) / np.log(1 / bound)))

# Self-consistent cycles in growing cells
lengths = (10, 20, 40, 80)
cells = {L: Cell(L) for L in lengths}
rows, kerker_counts, plain_counts = [], [], []
for L in lengths:
    cell = cells[L]
    eps_max = dielectric(cell.G[1])
    alpha = 1.5 / eps_max
    history, density = scf(cell, 1.0, qTF)
    count, guess = len(history) - 1, predicted_steps(cell, 1.0, qTF)
    assert history[-1] < TOL and abs(count - guess) <= 1
    assert count <= max_steps_bound
    assert abs(density.mean() / n0 - 1) < 1e-10
    kerker_counts.append(count)
    plain_guess = predicted_steps(cell, alpha, 0)
    plain = "not run"
    if L <= 40:
        plain_history, _ = scf(cell, alpha, 0)
        plain = len(plain_history) - 1
        assert plain_history[-1] < TOL
        assert abs(plain - plain_guess) <= max(2, 0.05 * plain_guess)
        plain_counts.append(plain)
    rows.append((L, cell.G[1] / BOHR, eps_max, alpha, count, guess,
                 plain, plain_guess))
assert max(kerker_counts) - min(kerker_counts) <= 1
assert 3 < plain_counts[2] / plain_counts[1] < 4.3

# Plain mixing is stable only for alpha below 2/eps at the smallest G
limit = 2 / dielectric(cells[20].G[1])
above = scf(cells[20], 1.1 * limit, 0, max_steps=20)[0][-1]
below = scf(cells[20], 0.9 * limit, 0, max_steps=20)[0][-1]
assert above > 3 and below < 1

# A wrong starting charge: kept by Kerker mixing, repaired by plain mixing
kept = scf(small, 1.0, qTF, start=1.01)[1].mean() / n0
healed = scf(small, 1.5 / dielectric(small.G[1]), 0,
             start=1.01)[1].mean() / n0
assert abs(kept - 1.01) < 1e-9 and abs(healed - 1) < 1e-5

# Larger q0, and exchange added to the potential
variants = []
for label, q0, exchange in (("q0 = 1.5 qTF", 1.5 * qTF, False),
                            ("with local exchange", qTF, True)):
    for L in (20, 80):
        history, _ = scf(cells[L], 1.0, q0, exchange)
        guess = predicted_steps(cells[L], 1.0, q0, exchange)
        assert history[-1] < TOL and abs(len(history) - 1 - guess) <= 2
        variants.append((label, L, len(history) - 1, guess))

print(f"rs = {RS_ANG:.1f} angstrom; density = {n0 / BOHR**3:.5f} 1/angstrom^3")
print(f"kF = {kF / BOHR:.4f} 1/angstrom; Fermi energy = {EF * HARTREE:.4f} eV")
print(f"qTF = {qTF / BOHR:.4f} 1/angstrom; 1/qTF = {BOHR / qTF:.4f} angstrom")
print(f"same in atomic units: kF = {kF:.4f}, qTF = {qTF:.4f} 1/bohr")
print(f"sheet height = {HEIGHT_EV} eV, Gaussian width = {WIDTH_ANG} angstrom")
print(f"residual reduction asked for = {TOL:.0e}")
print(f"s = {s:.4f}; bound s/(1+s) = {bound:.4f}")
print(f"step count allowed by the bound = {max_steps_bound}")
print(f"smallest K*eps = {lam[worst]:.4f} at x = {x[worst]:.3f}, "
      f"G = {2 * kF * x[worst] / BOHR:.3f} 1/angstrom")
print(f"largest reduction factor 1-K*eps = {1 - lam[worst]:.4f}")
print(f"with exchange: K*eps from {lam_x.min():.4f} to {lam_x.max():.4f}")
print("x, G (1/angstrom), f, eps, K, K*eps:")
for xv in (0.1, 0.5, 1.0, 1.2, 2.0):
    Gv = np.array([2 * kF * xv])
    ev, Kv = dielectric(Gv)[0], mixer(Gv, qTF)[0]
    print(f"  {xv:.1f} {Gv[0] / BOHR:.4f} {float(shape(xv)):.4f} "
          f"{ev:.4f} {Kv:.4f} {Kv * ev:.4f}")
print(f"TF residual left after one step, 0.10 eV sheet = {tf_full:.2e}")
print(f"TF residual left after one step, 0.05 eV sheet = {tf_half:.2e}")
print(f"integral of real-space kernel = {kernel_charge:.8f}")
print(f"largest relative deviation from Lindhard = {max(deviations):.1e}")
for L, Gm, em, al, c, g, p, pg in rows:
    print(f"L = {L} angstrom: Gmin = {Gm:.4f} 1/angstrom, "
          f"eps(Gmin) = {em:.2f}, plain alpha = {al:.5f}")
    print(f"  Kerker steps: SCF {c}, Lindhard {g}; "
          f"plain steps: SCF {p}, Lindhard {pg}")
print(f"plain stability limit for alpha at L = 20 angstrom = {limit:.4f}")
print(f"relative residual after 20 steps at 1.1 limit = {above:.2f}")
print(f"relative residual after 20 steps at 0.9 limit = {below:.3f}")
print(f"input charge/N from 1.01: Kerker {kept:.6f}, plain {healed:.6f}")
for label, L, c, g in variants:
    print(f"{label}, L = {L} angstrom: SCF {c} steps, Lindhard {g}")
print("tests ok")
```

Output:

```
rs = 2.0 angstrom; density = 0.02984 1/angstrom^3
kF = 0.9596 1/angstrom; Fermi energy = 3.5082 eV
qTF = 1.5195 1/angstrom; 1/qTF = 0.6581 angstrom
same in atomic units: kF = 0.5078, qTF = 0.8041 1/bohr
sheet height = 0.01 eV, Gaussian width = 1.0 angstrom
residual reduction asked for = 1e-06
s = 0.6269; bound s/(1+s) = 0.3853
step count allowed by the bound = 15
smallest K*eps = 0.7790 at x = 1.132, G = 2.172 1/angstrom
largest reduction factor 1-K*eps = 0.2210
with exchange: K*eps from 0.6135 to 1.0000
x, G (1/angstrom), f, eps, K, K*eps:
  0.1 0.1919 0.9967 63.4763 0.0157 0.9967
  0.5 0.9596 0.9120 3.2867 0.2851 0.9371
  1.0 1.9192 0.5000 1.3134 0.6147 0.8073
  1.2 2.3030 0.2802 1.1220 0.6967 0.7817
  2.0 3.8383 0.0880 1.0138 0.8645 0.8764
TF residual left after one step, 0.10 eV sheet = 2.90e-03
TF residual left after one step, 0.05 eV sheet = 1.45e-03
integral of real-space kernel = 1.00000000
largest relative deviation from Lindhard = 1.7e-05
L = 10 angstrom: Gmin = 0.6283 1/angstrom, eps(Gmin) = 6.63, plain alpha = 0.22609
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF 34, Lindhard 34
L = 20 angstrom: Gmin = 0.3142 1/angstrom, eps(Gmin) = 24.18, plain alpha = 0.06203
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF 138, Lindhard 138
L = 40 angstrom: Gmin = 0.1571 1/angstrom, eps(Gmin) = 94.36, plain alpha = 0.01590
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF 549, Lindhard 549
L = 80 angstrom: Gmin = 0.0785 1/angstrom, eps(Gmin) = 375.08, plain alpha = 0.00400
  Kerker steps: SCF 7, Lindhard 7; plain steps: SCF not run, Lindhard 2192
plain stability limit for alpha at L = 20 angstrom = 0.0827
relative residual after 20 steps at 1.1 limit = 25.13
relative residual after 20 steps at 0.9 limit = 0.017
input charge/N from 1.01: Kerker 1.010000, plain 1.000002
q0 = 1.5 qTF, L = 20 angstrom: SCF 23 steps, Lindhard 23
q0 = 1.5 qTF, L = 80 angstrom: SCF 23 steps, Lindhard 23
with local exchange, L = 20 angstrom: SCF 13 steps, Lindhard 13
with local exchange, L = 80 angstrom: SCF 13 steps, Lindhard 13
tests ok
```
